**Concentric approximation against exact two-geometry PAW overlaps**

The program tests the leading coupling error $-V P_i^\dagger D P_j$, where $V$ is the atomic velocity along $z$, $P_i$ holds the projections of state $i$, and $D$ is the gradient matrix of the true partial waves minus that of the smooth ones. Exact and concentric overlaps come from two-centre quadrature, while $D$ comes from separate radial integrals. For a hydrogen atom near a fixed model orbital, the program asserts that the error agrees with the prediction, stays nearly constant as the time step shrinks, and leaves a remainder of second order in the step. It also asserts the anti-Hermiticity of $D$, its Cauchy-Schwarz bound, the small-sphere cusp law and the relation between gradient and dipole elements. The output gives a fractional error of 1.4% for the 1s–2p coupling of a freely moving hydrogen atom with a sphere radius of 1.2 bohr. For a model atom whose valence waves have inner nodes, the error is about as large as the exact coupling.

## Numerical check

```python
"""Error of the concentric approximation for PAW nonadiabatic couplings.

Result under test: for an atom moving with velocity V along z,
    d_exact - d_concentric = -V * sum_ab P_ia D_ab P_jb + O(dt^2),
    D_ab = <phi_a|d/dz phi_b> - <smooth_a|d/dz smooth_b>  (inside the sphere).
phi_a: true partial waves; smooth_a: their smooth partners; P_ia: projections.
d: coupling from antisymmetrized overlaps of states at two geometries.
Q_ab: overlap deficit of the smooth waves. rc: sphere radius.
Internal units: hbar = m = e = 1 (lengths in bohr, energies in hartree).
"""
import numpy as np
from math import factorial, sqrt, pi
from scipy.linalg import eigh
from scipy import constants as const


def gauss(edges, n):
    x, w = np.polynomial.legendre.leggauss(n)
    nodes, weights = [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        nodes.append(0.5 * (hi - lo) * x + 0.5 * (hi + lo))
        weights.append(0.5 * (hi - lo) * w)
    return np.concatenate(nodes), np.concatenate(weights)


def evaluate(terms, r):
    """Radial function sum of c * r^p * exp(-zeta r)."""
    return sum(c * r**p * np.exp(-zeta * r) for c, p, zeta in terms)


def differentiate(terms):
    out = []
    for c, p, zeta in terms:
        if p > 0:
            out.append((c * p, p - 1, zeta))
        out.append((-c * zeta, p, zeta))
    return out


class PartialWave:
    """True radial wave and smooth partner r^l * cubic(r^2) inside rc."""

    def __init__(self, l, terms, rc):
        self.l, self.terms, self.rc = l, terms, rc
        self.dterms = differentiate(terms)
        self.powers = [l + 2 * k for k in range(4)]
        matrix, target, current = np.zeros((4, 4)), np.zeros(4), terms
        for n in range(4):
            for k, p in enumerate(self.powers):
                matrix[n, k] = np.prod([p - q for q in range(n)]) if n else 1.0
            target[n] = rc**n * evaluate(current, rc)
            current = differentiate(current)
        self.coef = np.linalg.solve(matrix, target)

    def true(self, r):
        return evaluate(self.terms, r)

    def dtrue(self, r):
        return evaluate(self.dterms, r)

    def smooth(self, r):
        x = np.minimum(r / self.rc, 1.0)
        inside = sum(a * x**p for a, p in zip(self.coef, self.powers))
        return np.where(r < self.rc, inside, self.true(r))

    def dsmooth_inside(self, r):
        x = r / self.rc
        return sum(a * p * x**(p - 1) / self.rc
                   for a, p in zip(self.coef, self.powers) if p > 0)


def sphere_D_sp(s, p):
    r, w = gauss([0.0, s.rc], 100)
    true = s.true(r) * (p.dtrue(r) + 2 * p.true(r) / r)
    smooth = s.smooth(r) * (p.dsmooth_inside(r) + 2 * p.smooth(r) / r)
    return np.sum(w * r**2 * (true - smooth)) / sqrt(3)


def sphere_D_ps(p, s):
    r, w = gauss([0.0, s.rc], 100)
    return np.sum(w * r**2 * (p.true(r) * s.dtrue(r)
                  - p.smooth(r) * s.dsmooth_inside(r))) / sqrt(3)


def sphere_Q(a, b):
    if a.l != b.l:
        return 0.0
    r, w = gauss([0.0, a.rc], 100)
    return np.sum(w * r**2 * (a.true(r) * b.true(r) - a.smooth(r) * b.smooth(r)))


def bound_and_parts(s, p):
    """Cauchy-Schwarz bound on D_sp, and D_sp after partial integration."""
    r, w = gauss([0.0, s.rc], 100)
    w = w * r**2
    ds, dp = s.true(r) - s.smooth(r), p.true(r) - p.smooth(r)
    grad_p, grad_s = p.dtrue(r) + 2 * p.true(r) / r, s.dsmooth_inside(r)
    def norm(f):
        return sqrt(np.sum(w * f * f))
    bound = (norm(ds) * norm(grad_p) + norm(grad_s) * norm(dp)) / sqrt(3)
    return bound, np.sum(w * (ds * grad_p - grad_s * dp)) / sqrt(3)


def full_gradient_and_dipole(s, p):
    r, w = gauss([0.0, 2.0, 10.0, 30.0, 80.0], 100)
    grad = np.sum(w * r**2 * s.true(r) * (p.dtrue(r) + 2 * p.true(r) / r))
    return grad / sqrt(3), np.sum(w * r**3 * s.true(r) * p.true(r)) / sqrt(3)


def angular_value(wave, r, z, smooth=False):
    radial = wave.smooth(r) if smooth else wave.true(r)
    return radial / sqrt(4 * pi) * (1.0 if wave.l == 0 else sqrt(3) * z / r)


def two_centre_overlaps(waves, delta, smooth):
    """<a at 0 | b at delta> by quadrature in spheroidal coordinates."""
    h, rc = delta / 2, waves[0].rc
    x, wx = gauss([h, rc - h, rc + h, 8.0, 25.0, 70.0], 48)
    eta, we = gauss([-1.0, 1.0], 20)
    x, eta = x[:, None], eta[None, :]
    weight = 2 * pi * wx[:, None] * we[None, :] * (x**2 - (h * eta)**2)
    left = [angular_value(a, x + h * eta, x * eta + h, smooth) for a in waves]
    right = [angular_value(b, x - h * eta, x * eta - h, smooth) for b in waves]
    return np.array([[np.sum(weight * a * b) for b in right] for a in left])


def hydrogen_waves(rc):
    return [PartialWave(0, [(2.0, 0, 1.0)], rc),
            PartialWave(0, [(1 / sqrt(2), 0, 0.5), (-0.5 / sqrt(2), 1, 0.5)], rc),
            PartialWave(1, [(1 / (2 * sqrt(6)), 1, 0.5)], rc)]


# ---- hydrogen: one-centre quantities
rc_h = 1.2
energies_h = np.array([-0.5, -0.125, -0.125])
waves = hydrogen_waves(rc_h)
s1, s2, p2 = waves
D = np.zeros((3, 3))
for i, s in enumerate((s1, s2)):
    D[i, 2], D[2, i] = sphere_D_sp(s, p2), sphere_D_ps(p2, s)
Q = np.array([[sphere_Q(a, b) for b in waves] for a in waves])
assert np.allclose(D, -D.T, atol=1e-12)
bound_h, parts_h = bound_and_parts(s1, p2)
assert abs(parts_h - D[0, 2]) < 1e-12 and abs(D[0, 2]) <= bound_h
grad_h, dip_h = full_gradient_and_dipole(s1, p2)
assert abs(grad_h - (energies_h[2] - energies_h[0]) * dip_h) < 1e-10

# duals (projectors) exist only if smooth s waves are independent in the sphere
r, w = gauss([0.0, rc_h], 100)
gram = np.array([[np.sum(w * r**2 * a.smooth(r) * b.smooth(r))
                  for b in (s1, s2)] for a in (s1, s2)])
independence = 1 - abs(gram[0, 1]) / sqrt(gram[0, 0] * gram[1, 1])
assert independence > 1e-5

# small-sphere law caused by the nuclear cusp
rc_small = 0.005
tiny = hydrogen_waves(rc_small)
cusp_ratio = sphere_D_sp(tiny[0], tiny[2]) / (rc_small**4 / (252 * sqrt(2)))
assert abs(cusp_ratio - 1) < 0.03  # next order is linear in rc

# with the sphere practically at rest the concentric overlap is complete
rest = two_centre_overlaps(waves, 1e-4, True) + Q
assert np.allclose(rest[:2, :2], np.eye(2), atol=1e-7)

# ---- moving hydrogen atom next to a fixed orbital g of compact support
env_z, env_radius, env_strength = 4.0, 2.0, 2.1
sg, wsg = gauss([0.0, env_radius], 48)
mu, wmu = gauss([-1.0, 1.0], 48)
g_shape = (1 - (sg / env_radius)**2)**4
g_norm = 1 / sqrt(4 * pi * np.sum(wsg * sg**2 * g_shape**2))
g = g_norm * g_shape
dg = -8 * g_norm * sg / env_radius**2 * (1 - (sg / env_radius)**2)**3
g_kinetic = 2 * pi * np.sum(wsg * sg**2 * dg**2)


def overlap_with_g(position):
    z = env_z - position + sg[:, None] * mu[None, :]
    r = np.sqrt(z**2 + sg[:, None]**2 * (1 - mu[None, :]**2))
    assert r.min() > rc_h  # g stays outside the sphere
    weight = 2 * pi * (wsg * sg**2 * g)[:, None] * wmu[None, :]
    return np.array([np.sum(weight * angular_value(a, r, z)) for a in waves])


def adiabatic_states(position, reference=None):
    sag = overlap_with_g(position)
    S, H = np.eye(4), np.zeros((4, 4))
    S[:3, 3] = S[3, :3] = sag
    H[:3, :3] = np.diag(energies_h) - env_strength * np.outer(sag, sag)
    H[:3, 3] = H[3, :3] = (energies_h - env_strength) * sag
    H[3, 3] = g_kinetic - 1 / (env_z - position) - env_strength
    levels, C = eigh(H, S)
    if reference is not None:
        C = C * np.sign(np.diag(reference.T @ S @ C))
    return levels, C, sag


levels, C_mid, _ = adiabatic_states(0.0)
predicted_per_speed = -C_mid[:3].T @ D @ C_mid[:3]


def couplings_per_speed(delta):
    """Exact and concentric couplings divided by the speed."""
    _, C0, sag0 = adiabatic_states(-delta / 2, C_mid)
    _, C1, sag1 = adiabatic_states(delta / 2, C_mid)
    result = []
    for block in (two_centre_overlaps(waves, delta, False),
                  two_centre_overlaps(waves, delta, True) + Q):
        M = np.eye(4)
        M[:3, :3], M[:3, 3], M[3, :3] = block, sag0, sag1
        O = C0.T @ M @ C1
        result.append((O - O.T) / (2 * delta))
    return result


hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
bohr = const.physical_constants["Bohr radius"][0]
au_speed = const.physical_constants["atomic unit of velocity"][0]
temperature = 300.0
speed_si = sqrt(const.k * temperature / (const.m_p + const.m_e))
speed = speed_si / au_speed
to_mev = speed * hartree_mev
steps_fs = [1.0, 0.5, 0.25]
deltas = [speed_si * t * 1e-15 / bohr for t in steps_fs]
runs = [couplings_per_speed(d) for d in deltas]
errors = [exact - conc for exact, conc in runs]
residuals = [np.linalg.norm(e - predicted_per_speed) for e in errors]
scale = np.linalg.norm(predicted_per_speed)
assert residuals[0] < 0.02 * scale
assert 3.6 < residuals[0] / residuals[1] < 4.4  # second order in the step
assert abs(np.linalg.norm(errors[2]) / np.linalg.norm(errors[0]) - 1) < 0.02

# rigid motion of the free atom, from two-centre overlaps
F_true = two_centre_overlaps(waves, deltas[0], False)
F_conc = two_centre_overlaps(waves, deltas[0], True) + Q
rigid_exact = (F_true[0, 2] - F_true[2, 0]) / (2 * deltas[0])
rigid_conc = (F_conc[0, 2] - F_conc[2, 0]) / (2 * deltas[0])
assert abs(rigid_exact + grad_h) < 2e-3 * grad_h
assert abs(rigid_exact - rigid_conc + D[0, 2]) < 0.02 * abs(D[0, 2])

# ---- model atom with inner nodes: V = -(1 + 12 exp(-1.5 r))/r
core_charge, screening = 12.0, 1.5


def model_state(l, index):
    zeta = 0.2 * 1.5**np.arange(14)
    n = l + 1
    a = zeta[:, None] + zeta[None, :]
    def moment(m, b):
        return factorial(m) / b**(m + 1)
    S = moment(2 * n, a)
    H = 0.5 * ((n * n + l * (l + 1)) * moment(2 * n - 2, a)
               - n * a * moment(2 * n - 1, a) + np.outer(zeta, zeta) * S)
    H = H - moment(2 * n - 1, a) - core_charge * moment(2 * n - 1, a + screening)
    norm = 1 / np.sqrt(np.diag(S))
    E, C = eigh(H * np.outer(norm, norm), S * np.outer(norm, norm))
    c = C[:, index] * norm
    if np.sum(c * 3.0**l * np.exp(-3.0 * zeta)) < 0:
        c = -c  # positive outer lobe
    return E[index], [(ck, l, zk) for ck, zk in zip(c, zeta)]


def nodes_inside(function, rc):
    values = function(np.linspace(0.02, rc, 800))
    return int(np.sum(values[1:] * values[:-1] < 0))


E_3s, terms_3s = model_state(0, 2)
E_3p, terms_3p = model_state(1, 1)
rc_m = 2.0
m_s, m_p = PartialWave(0, terms_3s, rc_m), PartialWave(1, terms_3p, rc_m)
D_m = sphere_D_sp(m_s, m_p)
bound_m, parts_m = bound_and_parts(m_s, m_p)
assert abs(parts_m - D_m) < 1e-8 and abs(D_m) <= bound_m
assert abs(sphere_D_ps(m_p, m_s) + D_m) < 1e-8
grad_m, dip_m = full_gradient_and_dipole(m_s, m_p)
# finite variational basis: the two forms agree only to basis accuracy
assert abs(grad_m - (E_3p - E_3s) * dip_m) < 5e-3 * abs(grad_m)
delta_m = 0.03
Mt = two_centre_overlaps([m_s, m_p], delta_m, False)
Ms = two_centre_overlaps([m_s, m_p], delta_m, True)
two_geometry_m = ((Mt - Ms)[0, 1] - (Mt - Ms)[1, 0]) / (2 * delta_m)
assert abs(two_geometry_m + D_m) < 0.02 * abs(grad_m)

# ---- report
print(f"H temperature {temperature:.0f} K, speed {speed_si:.1f} m/s = {speed:.4e} a.u.")
print(f"H sphere radius {rc_h:.2f} bohr")
print(f"H D(1s,2pz) {D[0, 2]:.6f}, D(2s,2pz) {D[1, 2]:.6f} 1/bohr")
print(f"H bound on |D(1s,2pz)| {bound_h:.6f} 1/bohr")
print(f"H Q(1s,1s) {Q[0, 0]:.6f}, Q(1s,2s) {Q[0, 1]:.6f}, Q(2s,2s) {Q[1, 1]:.6f}")
print(f"H Q(2p,2p) {Q[2, 2]:.3e}; smooth s independence {independence:.3e}")
print(f"H full gradient <1s|d/dz|2pz> {grad_h:.6f} 1/bohr, dipole {dip_h:.6f} bohr")
print(f"H cusp law: D / law at rc = {rc_small} bohr: {cusp_ratio:.4f}")
print(f"Free H, dt = 1 fs: exact hbar*d {rigid_exact * to_mev:.5f} meV")
print(f"Free H, dt = 1 fs: concentric hbar*d {rigid_conc * to_mev:.5f} meV")
print(f"Free H: fractional error D/gradient {100 * D[0, 2] / grad_h:.4f} %")
for rc in (0.8, 1.2, 1.6):
    trial = hydrogen_waves(rc)
    value = sphere_D_sp(trial[0], trial[2])
    print(f"H rc {rc:.1f} bohr: D {value:.6f} 1/bohr, fraction {100 * value / grad_h:.3f} %")
print(f"Fixed orbital: z {env_z} bohr, radius {env_radius} bohr, strength {env_strength} hartree")
print("Adiabatic levels (hartree): " + " ".join(f"{e:.5f}" for e in levels))
print("Pairs at dt = 1 fs, hbar*d in meV: exact, concentric, error, predicted error")
for i in range(4):
    for j in range(i + 1, 4):
        row = [runs[0][0][i, j], runs[0][1][i, j], errors[0][i, j], predicted_per_speed[i, j]]
        print(f"pair {i + 1}-{j + 1}: " + " ".join(f"{v * to_mev:.5f}" for v in row))
print("Step (fs), displacement (bohr), error norm (meV), residual norm (meV)")
for t, d, e, res in zip(steps_fs, deltas, errors, residuals):
    print(f"{t:.2f} {d:.5f} {np.linalg.norm(e) * to_mev:.6f} {res * to_mev:.3e}")
print(f"Residual ratio on halving the step {residuals[0] / residuals[1]:.3f}")
print(f"Model atom: E(3s) {E_3s:.5f}, E(3p) {E_3p:.5f} hartree, rc {rc_m:.1f} bohr")
print(f"Nodes in sphere, true 3s {nodes_inside(m_s.true, rc_m)}, 3p {nodes_inside(m_p.true, rc_m)}")
print(f"Nodes in sphere, smooth 3s {nodes_inside(m_s.smooth, rc_m)}, 3p {nodes_inside(m_p.smooth, rc_m)}")
print(f"Model full gradient {grad_m:.6f}, from dipole {(E_3p - E_3s) * dip_m:.6f} 1/bohr")
print(f"Model D {D_m:.6f}, bound {bound_m:.6f} 1/bohr")
print(f"Model D from two geometries {-two_geometry_m:.6f} 1/bohr (shift {delta_m} bohr)")
for rc in (1.6, 2.0, 2.4):
    value = sphere_D_sp(PartialWave(0, terms_3s, rc), PartialWave(1, terms_3p, rc))
    print(f"Model rc {rc:.1f} bohr: D {value:.6f} 1/bohr, D/gradient {100 * value / grad_m:.2f} %")
print("done: every assertion held")
```

Printed output:

```
H temperature 300 K, speed 1573.2 m/s = 7.1912e-04 a.u.
H sphere radius 1.20 bohr
H D(1s,2pz) 0.004042, D(2s,2pz) 0.001501 1/bohr
H bound on |D(1s,2pz)| 0.007755 1/bohr
H Q(1s,1s) 0.035755, Q(1s,2s) 0.012677, Q(2s,2s) 0.004486
H Q(2p,2p) 6.348e-05; smooth s independence 3.282e-03
H full gradient <1s|d/dz|2pz> 0.279351 1/bohr, dipole 0.744936 bohr
H cusp law: D / law at rc = 0.005 bohr: 0.9989
Free H, dt = 1 fs: exact hbar*d -5.46602 meV
Free H, dt = 1 fs: concentric hbar*d -5.38695 meV
Free H: fractional error D/gradient 1.4470 %
H rc 0.8 bohr: D 0.000921 1/bohr, fraction 0.330 %
H rc 1.2 bohr: D 0.004042 1/bohr, fraction 1.447 %
H rc 1.6 bohr: D 0.010881 1/bohr, fraction 3.895 %
Fixed orbital: z 4.0 bohr, radius 2.0 bohr, strength 2.1 hartree
Adiabatic levels (hartree): -0.58297 -0.46410 -0.12500 0.16811
Pairs at dt = 1 fs, hbar*d in meV: exact, concentric, error, predicted error
pair 1-2: -5.77639 -5.73520 -0.04120 -0.04124
pair 1-3: 2.24913 2.24233 0.00680 0.00679
pair 1-4: -0.97714 -0.94681 -0.03033 -0.03033
pair 2-3: -1.26756 -1.22722 -0.04034 -0.04035
pair 2-4: 2.48050 2.43009 0.05040 0.05040
pair 3-4: -1.81651 -1.83789 0.02138 0.02137
Step (fs), displacement (bohr), error norm (meV), residual norm (meV)
1.00 0.02973 0.120727 6.499e-05
0.50 0.01486 0.120753 1.625e-05
0.25 0.00743 0.120759 4.064e-06
Residual ratio on halving the step 3.998
Model atom: E(3s) -0.75987, E(3p) -0.48455 hartree, rc 2.0 bohr
Nodes in sphere, true 3s 2, 3p 1
Nodes in sphere, smooth 3s 0, 3p 0
Model full gradient 0.269814, from dipole 0.269816 1/bohr
Model D -0.289137, bound 0.863427 1/bohr
Model D from two geometries -0.287596 1/bohr (shift 0.03 bohr)
Model rc 1.6 bohr: D -0.254435 1/bohr, D/gradient -94.30 %
Model rc 2.0 bohr: D -0.289137 1/bohr, D/gradient -107.16 %
Model rc 2.4 bohr: D -0.207189 1/bohr, D/gradient -76.79 %
done: every assertion held
```
